# Summing colour-ordered quark amplitudes into a multiphoton amplitude

**Question**

I am working with the tree amplitude for a quark and an antiquark annihilating into $n$ gluons, split into colour-ordered pieces $A(\sigma)$. My exercise says: sum $A(\sigma)$ over all gluon orderings, show that the three-gluon vertices cancel, and conclude that the sum is the amplitude for $n$ photons. Then check it numerically for three photons.

For $n=2$ I can see two gluon-vertex diagrams with opposite signs. For $n=3$ I get lost: there are nested three-gluon vertices, a four-gluon vertex, and denominators such as $1/(k_1+k_2)^2$ that no photon diagram has. I also thought the gluon vertices were needed for gauge invariance, so how can they drop out? What is the general argument, and what do the numbers look like?

**Answer**

The cancellation happens in groups. Collect all terms in which a given set of gluons merges into one off-shell gluon before reaching the quark, and sum over the orderings inside that set. That sum vanishes, whatever the rest of the diagram does. The four-gluon vertices cancel too, separately from the three-gluon ones.

**Conventions**

The metric is $(+,-,-,-)$, $D_\mu=\partial_\mu-igA_\mu$ and $A_\mu=A_\mu^aT^a$. The quark has incoming momentum $p_1$ and mass $m$, the antiquark incoming momentum $p_2$. The outgoing gluons have momenta $k_i$ and polarizations $\epsilon_i$ (complex conjugation included), with $k_i^2=k_i\cdot\epsilon_i=0$. There is one quark line and no loop. The amplitude is then a colour matrix,

$$M=g^n\sum_\sigma T^{a_{\sigma_1}}\cdots T^{a_{\sigma_n}}\,A(\sigma),$$

with $\sigma_1$ nearest the antiquark spinor. A photon couples through $D_\mu=\partial_\mu-ieQA_\mu$, so the photon amplitude follows from $T^a\to1$, $g\to eQ$. This already contains the short proof: gluon self-interactions come from commutators, and commutators of unit matrices vanish. The diagrams show how it works term by term.

**The ordered gluon vertices**

With $F^{\mu\nu}=\partial^\mu A^\nu-\partial^\nu A^\mu-ig[A^\mu,A^\nu]$, the field equation without sources is $\partial_\mu F^{\mu\nu}-ig[A_\mu,F^{\mu\nu}]=0$. The Feynman gauge-fixing term adds $\partial^\nu\partial\cdot A$ to the left side. Since

$$\partial_\mu F^{\mu\nu}=\Box A^\nu-\partial^\nu\partial\cdot A-ig\,\partial_\mu[A^\mu,A^\nu],$$

the result is

$$\Box A^\nu=ig\left(\partial_\mu[A^\mu,A^\nu]+[A_\mu,F^{\mu\nu}]\right).$$

Iterating this equation from plane waves generates the gluon trees that end on external gluons. A quark source is not needed here, because it would require a second quark line or a loop.

Set $g=1$; the factor $g^n$ has been taken out. Write $A^\nu=\sum_w J_w^\nu T^w e^{iK_w\cdot x}$, where a word $w$ is an ordered set of distinct gluons, $T^w$ the product of their generators in that order, $K_w$ their total momentum, and $J_i=\epsilon_i$. Then $\partial\to iK$ and $\Box\to-K^2$.

Take the terms quadratic in the field, for a word cut as $w=uv$. The derivative of the commutator gives

$$i(K_u+K_v)\cdot J_u\,J_v^\nu-i(K_u+K_v)\cdot J_v\,J_u^\nu .$$

The derivative part of $F$ in $[A_\mu,F^{\mu\nu}]$ gives

$$iK_v\cdot J_u\,J_v^\nu-iK_v^\nu J_u\cdot J_v-iK_u\cdot J_v\,J_u^\nu+iK_u^\nu J_u\cdot J_v .$$

(Here $K_u\cdot J_u$ was not set to zero, so no current conservation is assumed.) The prefactor $i$ turns each $i$ into $-1$, which matches the sign of $-K_w^2J_w$. Hence the contribution to $K_w^2J_w$ is

$$V_3(u,v)=(J_u\cdot J_v)(K_u-K_v)+[(2K_v+K_u)\cdot J_u]J_v-[(2K_u+K_v)\cdot J_v]J_u .$$

The cubic terms are $i[A_\mu,-i[A^\mu,A^\nu]]$, that is,

$$[A_\mu,[A^\mu,A^\nu]]=A_\mu A^\mu A^\nu-2A_\mu A^\nu A^\mu+A^\nu A_\mu A^\mu .$$

They contribute to $-K_w^2J_w$, so for $w=uvt$ the sign flips:

$$V_4(u,v,t)=2(J_u\cdot J_t)J_v-(J_u\cdot J_v)J_t-(J_v\cdot J_t)J_u .$$

Together, for words of two or more gluons,

$$K_w^2J_w=\sum_{w=uv}V_3(u,v)+\sum_{w=uvt}V_4(u,v,t).$$

**The quark line**

Cut $\sigma$ into consecutive blocks $b_1,\dots,b_r$. Each block merges into a current $J_b$, which then attaches to the quark. The vertices are $i\gamma^\mu$ and the propagators $i(\not P+m)/(P^2-m^2)$. With $r$ vertices and $r-1$ propagators, the phase is $i^{2r-1}=i(-1)^{r-1}$. The overall $i$ belongs to $iM$, so each propagator keeps one minus sign:

$$A(\sigma)=\sum_{\rm cuts}\bar v(p_2)\,\not J_{b_1}S\,\not J_{b_2}S\cdots\not J_{b_r}\,u(p_1),\qquad S=-\frac{\not P+m}{P^2-m^2}.$$

Here $P$ is $-p_2$ plus the momenta of the blocks to the left of that propagator.

**Why merged gluons cancel**

For a set $B$ of at least two gluons, let $\hat J_B$ be the sum of $J_w$ over all orderings $w$ of $B$. Choosing an ordering and then a cut is the same as choosing an ordered pair (or triple) of disjoint subsets, and then an ordering inside each. The momenta depend only on the subsets, and the vertices are linear in each current. The inner sums can therefore be done first:

$$K_B^2\hat J_B=\sum_{(C,D)}V_3(\hat J_C,\hat J_D)+\sum_{(C,D,E)}V_4(\hat J_C,\hat J_D,\hat J_E).$$

Exchanging $u$ and $v$ in $V_3$ reverses $K_u-K_v$ and exchanges the other two terms, which have opposite signs. So $V_3(v,u)=-V_3(u,v)$, and the pairs $(C,D)$ and $(D,C)$ cancel.

For $V_4$, follow the structure $(\hat J_C\cdot\hat J_E)\hat J_D$ through the six orders of three subsets. The two orders with $D$ in the middle give $2+2$. The four with $D$ at an end give $-1$ each. The total is zero, and the same count holds for the other two structures. Therefore

$$\hat J_B=0\quad\text{for }|B|\ge2,\ K_B^2\ne0 .$$

Now sum $A(\sigma)$ over $\sigma$. By the same regrouping, each block carries its summed current $\hat J_B$, since $S$ depends only on which gluons have been passed. Any term with a block of two or more gluons drops out, leaving

$$\sum_\sigma A(\sigma)=\sum_\sigma\bar v(p_2)\,\not\epsilon_{\sigma_1}S\,\not\epsilon_{\sigma_2}S\cdots\not\epsilon_{\sigma_n}\,u(p_1).$$

These are the $n!$ photon diagrams, with $(eQ)^n$ to be restored.

**What happens to gauge invariance?**

The case $n=2$ can be done by hand. Replace $\epsilon_1$ by $k_1$. In the order 12, $P=-p_2+k_1$. Because $\bar v(\not p_2+m)=0$, we have $\bar v\not k_1=\bar v(\not P-m)$, hence $\bar v\not k_1S=-\bar v$. The quark-line part becomes $-\bar v\not\epsilon_2u$, which is not zero in general.

The gluon-vertex part uses $K^2=2k_1\cdot k_2$ and $k_2\cdot\epsilon_2=0$:

$$K^2J_{12}=(k_1\cdot\epsilon_2)(k_1-k_2)+K^2\epsilon_2-2(k_1\cdot\epsilon_2)k_1=K^2\epsilon_2-(k_1\cdot\epsilon_2)(k_1+k_2).$$

The last term vanishes on the quark line, because $\bar v(\not k_1+\not k_2)u=\bar v(\not p_1+\not p_2)u=(m-m)\bar vu=0$. What remains is $+\bar v\not\epsilon_2u$, which repairs the order 12.

In the order 21, $P=p_1-k_1$ and $\not k_1u=-(\not P-m)u$, so $S\not k_1u=+u$. The quark-line part is now $+\bar v\not\epsilon_2u$. The two quark-line parts cancel each other. One ordering needs its gluon vertex; the sum over orderings does not.

**Three photons: counting and denominators**

One ordering, say 123, has six diagrams:

- one with three separate gluons on the quark line;
- one with the blocks (12)3 and one with 1(23);
- three with the block (123): two with a pair of three-gluon vertices, one with a four-gluon vertex.

Six orderings give 36 terms, of which 30 cancel: 24 with three-gluon vertices and 6 with a four-gluon vertex. The block term (12)3 cancels against (21)3, since $J_{21}=-J_{12}$. The (123) terms cancel among all six orderings.

The surviving denominators are

$$(-p_2+k_i)^2-m^2=-2p_2\cdot k_i,\qquad (p_1-k_l)^2-m^2=-2p_1\cdot k_l .$$

So $1/(k_1+k_2)^2$ is gone. When two photons become parallel, single ordered terms can grow without bound, but the photon sum has no such pole. It can still be singular where $p\cdot k$ vanishes: when $m=0$ and a photon is parallel to a beam, and, for any quark mass, when a photon energy goes to zero.

**A numerical case**

Take massless quarks of 6 GeV each, the quark along $+z$ with helicity $+\tfrac12$, the antiquark along $-z$ with helicity $-\tfrac12$. Let the photons have energies 3, 4 and 5 GeV and, in GeV,

$$\mathbf k_1=(1,2,2),\quad \mathbf k_2=\tfrac13(8,4,-8),\quad \mathbf k_3=-\mathbf k_1-\mathbf k_2 .$$

Since $\mathbf k_1\cdot\mathbf k_2=0$, $(k_1+k_2)^2=2\cdot3\cdot4=24$ GeV². Also $\mathbf k_1\cdot\mathbf k_3=-9$ and $\mathbf k_2\cdot\mathbf k_3=-16$ GeV², giving $2(15+9)=48$ and $2(20+16)=72$ GeV². The three add up to $144=12^2$ GeV², as they must for massless photons.

The photon helicities are $(+,+,-)$. The polarizations are the complex conjugates of $\mp(\hat\theta\pm i\hat\phi)/\sqrt2$, with no time component. In the chiral basis, $u=(0,0,\sqrt{12},0)$ and $v=(0,0,0,-\sqrt{12})$ in GeV$^{1/2}$, which fixes the phases. Five decimals are kept so that the cancellation can be followed. In GeV⁻¹, with couplings removed:

| Order | Quark-line part | Full $A(\sigma)$ |
|---|---|---|
| 123 | $0.07864+0.23909i$ | $-0.03893-0.31146i$ |
| 132 | $0.05771+0.09069i$ | $0.06813+0.16547i$ |
| 213 | $0.15221+0.12367i$ | $0.32120+0.67159i$ |
| 231 | $0.84507+0.57712i$ | $0.76893+0.45746i$ |
| 312 | $0.06183+0.12367i$ | $-0.04981-0.28684i$ |
| 321 | $0.16489+0.08245i$ | $0.29085+0.54048i$ |

The two columns differ in every row, yet both add up to $1.3604+1.2367i$ GeV⁻¹, apart from rounding in the last listed digits. The photon amplitude, computed separately from the quark end of the line, has the same value.

For the order 123, the difference between the columns consists of

- (12)3: $-0.12193-0.48231i$
- 1(23): $+0.00019-0.02857i$
- (123): $+0.00416-0.03967i$

The first is larger in modulus than the quark-line part itself. Its partner (21)3 in the order 213 is $+0.12193+0.48231i$, the exact opposite at this precision.

The (123) terms behave differently: the orders 123 and 321 give the same value, not opposite ones. Reversing a word of three flips the sign of both three-gluon vertices in a nested tree, and $V_4(u,v,t)=V_4(t,v,u)$, so $J_{321}=J_{123}$. The six terms therefore form three pairs of equal values, and the cancellation takes place between the pairs. With one value from each pair:

$$(0.00416-0.03967i)+(-0.00215+0.03288i)+(-0.00201+0.00679i)=0 .$$

For this one choice of helicities, the squared modulus is

$$1.3604^2+1.2367^2\approx3.38\ \text{GeV}^{-2},$$

to be multiplied by $(eQ)^6$. It is not yet summed or averaged over spins and quark colours.

The gauge argument can be read off here as well. With $\epsilon_1\to k_1$, the full ordered amplitudes vanish to rounding error, while the largest quark-line part has modulus 1.94 (dimensionless after the replacement). The photon sum vanishes without any gluon vertex. The identity was also tested for all eight photon helicity choices at these momenta, with one choice of beam spins and quark masses 0 and 1 GeV. The largest mismatch was about $10^{-15}$ GeV⁻¹. (For massless quarks and three equal photon helicities, both sides are zero.) For four photons with momenta $\pm\tfrac{2.5}{3}(1,2,2)$ and $\pm3.5\,(0.6,0,0.8)$ GeV, helicities $(+,-,+,+)$ in that order (upper sign first), beam energies of 6 GeV, a quark mass of 1 GeV and spinors $u=(a,0,b,0)$, $v=(0,a,0,-b)$ with $a=\sqrt{E-|\mathbf p|}$, $b=\sqrt{E+|\mathbf p|}$, both sides gave $-0.76072-1.37202i$ GeV⁻².

**Where the argument stops**

The orderings must enter with equal weights. In the full gluon amplitude they are multiplied by different products of generators, and the terms with merged gluons survive through commutators. The derivation also assumes a single quark line: with a second one, gluons can be exchanged between the lines, and the colour sum has to be set up anew. The quark mass plays no role in the cancellation.

## Numbers as computed

```
beam energy (GeV): 6.0  quark mass (GeV): 0.0
k1 (E,x,y,z) (GeV): 3.0000 1.0000 2.0000 2.0000  helicity 1
k2 (E,x,y,z) (GeV): 4.0000 2.6667 1.3333 -2.6667  helicity 1
k3 (E,x,y,z) (GeV): 5.0000 -3.6667 -3.3333 0.6667  helicity -1
s12 = (k1+k2)^2 (GeV^2): 24.0000
s13 = (k1+k3)^2 (GeV^2): 48.0000
s23 = (k2+k3)^2 (GeV^2): 72.0000
diagrams per ordering: 6  all orderings: 36  surviving: 6
Amplitudes in GeV^-1, couplings stripped
order: quark-line part | total ordered amplitude
123 +0.07864+0.23909i | -0.03893-0.31146i
132 +0.05771+0.09069i | +0.06813+0.16547i
213 +0.15221+0.12367i | +0.32120+0.67159i
231 +0.84507+0.57712i | +0.76893+0.45746i
312 +0.06183+0.12367i | -0.04981-0.28684i
321 +0.16489+0.08245i | +0.29085+0.54048i
order: blocks (ab)c | a(bc) | (abc)
123 -0.12193-0.48231i | +0.00019-0.02857i | +0.00416-0.03967i
132 +0.01276+0.01332i | -0.00019+0.02857i | -0.00215+0.03288i
213 +0.12193+0.48231i | +0.04907+0.05882i | -0.00201+0.00679i
231 -0.02493-0.09372i | -0.04907-0.05882i | -0.00215+0.03288i
312 -0.01276-0.01332i | -0.09687-0.40399i | -0.00201+0.00679i
321 +0.02493+0.09372i | +0.09687+0.40399i | +0.00416-0.03967i
|sum over orders| of (ab)c, a(bc), (abc) (GeV^-1): 4e-17 6e-17 2e-17
sum of ordered amplitudes (GeV^-1): +1.36036+1.23669i
direct photon amplitude (GeV^-1):   +1.36036+1.23669i
modulus of photon amplitude (GeV^-1): 1.83848
modulus squared (GeV^-2): 3.38000
largest mismatch, 8 helicities, m=0 and 1 GeV (GeV^-1): 1e-15
colour decomposition, largest error (GeV^-1): 8e-15
gauge test, eps1 -> k1 (dimensionless), largest over orders:
  full ordered 3e-16, quark-line part 1.94165
  photon amplitude 6e-16
four photons, m=1 GeV (GeV^-2): ordered sum -0.76072-1.37202i
four photons, m=1 GeV (GeV^-2): direct      -0.76072-1.37202i
```
